# Conductance Variance of a Metallic Wire from the DMPK Moment Hierarchy

## Conductance fluctuations of a metallic wire

A numerical study of a disordered wire must fix the number of disorder realizations to compute. If fluctuations averaged out along the wire, a longer wire would need fewer. In a phase-coherent metallic wire this fails: the variance of the dimensionless conductance tends to \(2/(15\beta)\), whatever the length and the mean free path. For \(\beta=1\), a standard error of 0.02 in the mean requires \(0.133/0.02^2\approx 330\) independent realizations, for a short metallic wire and a long one alike.

### Model and conventions

The wire has length \(L\), \(N\) channels and transmission eigenvalues \(T_n\). Define

\[
g=\sum_{n=1}^N T_n,\qquad G=\frac{2e^2}{h}\,g,\qquad s=\frac{L}{l},\qquad \lambda_n=\frac{1-T_n}{T_n}. \tag{1}
\]

The index \(\beta\) is 1 with time-reversal and spin-rotation symmetry, 2 when a magnetic field breaks time reversal but leaves spin degenerate, and 4 with time reversal and strong spin-orbit scattering. For \(\beta=4\) each Kramers pair is counted once.

The starting point is the Dorokhov-Mello-Pereyra-Kumar (DMPK) equation for the joint density \(P(\lambda_1,\dots,\lambda_N;s)\). It assumes phase coherence, zero temperature, and thin slices of wire that scatter all channels into one another isotropically:

\[
\frac{\partial P}{\partial s}=\frac{2}{\gamma}\sum_n\partial_n\!\left[D_nJ\,\partial_n\frac{P}{J}\right],\quad D_n=\lambda_n(1+\lambda_n),\quad J=\prod_{i<j}|\lambda_i-\lambda_j|^\beta, \tag{2}
\]

with \(\partial_n=\partial/\partial\lambda_n\) and \(\gamma=\beta N+2-\beta\). At \(s=0\) all \(T_n=1\).

The result to be shown is, at fixed \(s\),

\[
\lim_{N\to\infty}\operatorname{Var}g=\frac{2}{15\beta}\left[1-\frac{1+6s}{(1+s)^6}\right]. \tag{3}
\]

The universal value follows when \(s\to\infty\) after \(N\to\infty\). Physically this is the metallic window \(1\ll s\ll N\), that is \(l\ll L\ll Nl\).

### The moment hierarchy

Multiply (2) by a smooth symmetric function \(F\) of the \(T_n\), integrate over the \(\lambda_n\), and integrate by parts twice. The boundary terms contain \(D_nJ\partial_n(P/J)\) or \(PD_n\partial_nF\). They vanish at \(\lambda_n=0\) because \(D_n=0\), at infinity because \(P\) decays, and at \(\lambda_i=\lambda_j\) because \(J\), and with it \(P\), goes to zero while \(P/J\) stays smooth. Hence

\[
\frac{d\langle F\rangle}{ds}=\langle\mathcal L F\rangle,\qquad \mathcal L F=\frac{2}{\gamma}\sum_n\frac1J\,\partial_n\left[D_nJ\,\partial_nF\right]. \tag{4}
\]

Carrying out the outer derivative gives

\[
\mathcal L F=\frac2\gamma\sum_n\Big[D_n\partial_n^2F+(1+2\lambda_n)\partial_nF+\beta\sum_{m\ne n}\frac{D_n\partial_nF}{\lambda_n-\lambda_m}\Big]. \tag{5}
\]

Apply this to \(S_k=\sum_nT_n^k\), so that \(S_1=g\). From \(T=1/(1+\lambda)\),

\[
\frac{dT}{d\lambda}=-T^2,\quad D=\frac{1-T}{T^2},\quad 1+2\lambda=\frac{2-T}{T},\quad \partial S_k=-kT^{k+1},\quad \partial^2S_k=k(k+1)T^{k+2}.
\]

The first two terms of (5) contribute, for each channel,

\[
k(k+1)(1-T)T^k-k(2-T)T^k=k(k-1)T^k-k^2T^{k+1}. \tag{6}
\]

For the repulsion term use \(1/(\lambda_n-\lambda_m)=T_nT_m/(T_m-T_n)\) and average over the exchange of \(n\) and \(m\):

\[
\frac{\beta k}{2}\sum_{n\neq m}T_nT_m\frac{(T_n^{k-1}-T_m^{k-1})-(T_n^k-T_m^k)}{T_n-T_m}.
\]

The identity \(ab(a^q-b^q)/(a-b)=\sum_{j=1}^q a^jb^{q+1-j}\) removes the denominators. Completing each double sum with its diagonal \(n=m\), and subtracting that diagonal again, turns the term into

\[
\frac{\beta k}{2}\left[A_k-(k-1)S_k+kS_{k+1}\right],\qquad A_k=\sum_{j=1}^{k-1}S_jS_{k-j}-\sum_{j=1}^{k}S_jS_{k+1-j}. \tag{7}
\]

Adding (6), summed over channels, to (7) and multiplying by \(2/\gamma\),

\[
\gamma\,\mathcal L S_k=\beta kA_k+(2-\beta)\left[k(k-1)S_k-k^2S_{k+1}\right]. \tag{8}
\]

For a product, the second derivative in (5) adds a cross term:

\[
\mathcal L(S_kS_q)=S_k\mathcal LS_q+S_q\mathcal LS_k+\frac{4kq}{\gamma}(S_{k+q}-S_{k+q+1}), \tag{9}
\]

because \(\sum_nD_n(kT_n^{k+1})(qT_n^{q+1})=kq\sum_n(1-T_n)T_n^{k+q}\). Equations (8) and (9) generate the whole hierarchy. For powers of \(g\), the chain rule gives

\[
\gamma\frac{d\langle g^p\rangle}{ds}=\left\langle-\beta p\,g^{p+1}-(2-\beta)p\,g^{p-1}S_2+2p(p-1)g^{p-2}(S_2-S_3)\right\rangle. \tag{10}
\]

At \(s=0\), where \(S_k=N\), the case \(p=1\) gives \(d\langle g\rangle/ds=-N\). This fixes the meaning of \(l\): within the DMPK model, a short piece of wire reflects a fraction \(L/l\) of the incident flux.

### Leading order in the number of channels

Each moment equation contains higher moments, so the hierarchy does not close at finite \(N\). At large \(N\) it does. Put \(S_k\approx N\sigma_k(s)\). Since \(\gamma\approx\beta N\), the terms with \(2-\beta\) in (8) are smaller by \(1/N\), and \(A_k\) contains no index above \(k\). With \(u=1+s\) and \(\sigma_k=1\) at \(u=1\), the first equation is

\[
\sigma_1'=-\sigma_1^2\quad\Rightarrow\quad\sigma_1=\frac1u. \tag{11}
\]

This is Ohm's law with a contact term. For \(k=2\),

\[
\sigma_2'=2\sigma_1^2-4\sigma_1\sigma_2\;\Rightarrow\;(u^4\sigma_2)'=2u^2\;\Rightarrow\;\sigma_2=\frac{2}{3u}+\frac{1}{3u^4}. \tag{12}
\]

For \(k=3\), \(\sigma_3'=6\sigma_1\sigma_2-6\sigma_1\sigma_3-3\sigma_2^2\), so

\[
(u^6\sigma_3)'=u^6\left(\frac{6\sigma_2}{u}-3\sigma_2^2\right)=\frac83u^4+\frac23u-\frac{1}{3u^2}.
\]

Integration gives \(u^6\sigma_3=\tfrac{8}{15}u^5+\tfrac13u^2+\tfrac1{3u}+c\), and \(\sigma_3(1)=1\) requires \(c=-\tfrac15\):

\[
\sigma_3=\frac{8}{15u}+\frac{1}{3u^4}-\frac{1}{5u^6}+\frac{1}{3u^7}. \tag{13}
\]

### Why the closure is legitimate

The variance is of order one while \(\langle g\rangle^2\) is of order \(N^2\), so the neglected terms need a bound. Let \(x_k=S_k/N\), which lies in \([0,1]\), and \(y_k=x_k-\sigma_k\) for \(k=1,2,3\). By (8), the drift of \(x_k\) is a polynomial in \(x_1,\dots,x_k\) plus a remainder bounded by a constant times \(1/N\). On a bounded region the polynomial is Lipschitz. The cross term in (9), divided by \(N^2\), is \(O(N^{-2})\). With constants \(C_i\) independent of \(N\),

\[
\frac{d}{ds}\langle|y|^2\rangle\le C_1\langle|y|^2\rangle+\frac{C_2}{N}\langle|y|\rangle+\frac{C_3}{N^2}. \tag{14}
\]

Since \(|y|/N\le\tfrac12(|y|^2+N^{-2})\) and \(y=0\) at \(s=0\), Gronwall's inequality gives \(\langle|y|^2\rangle=O(N^{-2})\) at fixed \(s\). The same steps for the fourth power give

\[
\frac{d}{ds}\langle|y|^4\rangle\le C_4\langle|y|^4\rangle+\frac{C_5}{N}\langle|y|^3\rangle+\frac{C_6}{N^2}\langle|y|^2\rangle,
\]

and \(|y|^3/N\le\tfrac12(|y|^4+|y|^2N^{-2})\) then yields \(\langle|y|^4\rangle=O(N^{-4})\). By the Cauchy-Schwarz inequality \(\langle|y|^3\rangle=O(N^{-3})\). Multiplying by the appropriate powers of \(N\), we find that \(\operatorname{Var}g\), \(\operatorname{Cov}(g,S_2)\) and the third central moment \(\mu_3\) of \(g\) all stay bounded as \(N\to\infty\).

The constants in these bounds grow with \(s\). The argument therefore proves the limit at fixed \(s\); it does not by itself show how far \(s\) may grow with \(N\).

### The variance

Take \(p=2\) in (10) and subtract \(2\langle g\rangle\,d\langle g\rangle/ds\) from \(p=1\). The cubic terms combine through

\[
\langle g^3\rangle-\langle g\rangle\langle g^2\rangle=2\langle g\rangle\operatorname{Var}g+\mu_3,
\]

as one sees by writing \(g=\langle g\rangle+\delta g\). The result is exact at any \(N\):

\[
\gamma\frac{d\operatorname{Var}g}{ds}=-2\beta\left(2\langle g\rangle\operatorname{Var}g+\mu_3\right)-2(2-\beta)\operatorname{Cov}(g,S_2)+4\langle S_2-S_3\rangle. \tag{15}
\]

Divide by \(\gamma\approx\beta N\). The terms with \(\mu_3\) and the covariance are \(O(1/N)\) by the bounds just found, while \(\langle g\rangle/N\to1/u\) and \(\langle S_2-S_3\rangle/N\to\sigma_2-\sigma_3\). The limit, written \(\operatorname{Var}g\to v/\beta\), obeys

\[
v'=-\frac{4v}{u}+4(\sigma_2-\sigma_3),\qquad \sigma_2-\sigma_3=\frac{2}{15u}+\frac{1}{5u^6}-\frac{1}{3u^7}. \tag{16}
\]

Multiplying by \(u^4\),

\[
(u^4v)'=\frac{8}{15}u^3+\frac{4}{5u^2}-\frac{4}{3u^3}
\;\Rightarrow\;
u^4v=\frac{2}{15}u^4-\frac{4}{5u}+\frac{2}{3u^2}+c'. \tag{17}
\]

The condition \(v=0\) at \(u=1\) gives \(c'=-\tfrac{2}{15}+\tfrac{12}{15}-\tfrac{10}{15}=0\), so

\[
v=\frac{2}{15}-\frac{4}{5u^5}+\frac{2}{3u^6}=\frac{2}{15}\left[1-\frac{6u-5}{u^6}\right]. \tag{18}
\]

With \(u=1+s\) this is (3).

Equation (16) shows why \(L\) and \(l\) disappear. For \(u\gg1\), added slices create fluctuations at the rate \(8/(15u)\), and the fall of conductance with length damps them at the rate \(4v/u\). Both fade as \(1/u\), and they balance at \(v=2/15\). The factor \(1/\beta\) arises because the fluctuation source in (15) carries no \(\beta\), while the damping does.

A classical chain of independent segments behaves differently. Its resistances add, so the relative variance of the total resistance falls as \(1/s\). With \(g\propto1/s\), the variance of \(g\) then falls as \(s^{-3}\).

### Short wires, the mean, and localization

For \(s\ll1\), expansion of (18) gives \(v\approx2s^2\): a nearly ballistic wire fluctuates little. The approach to the plateau is fast: \(v=0.119\) at \(s=1\), \(0.131\) at \(s=2\) and \(0.1332\) at \(s=5\), against \(0.1333\).

The hierarchy also gives the order-one shift of the mean. Write \(\langle g\rangle=N/u+m+O(1/N)\), insert it in (10) with \(p=1\), and expand \(\beta/\gamma=N^{-1}[1-(2-\beta)/(\beta N)+\dots]\). The terms of order one are

\[
m'=-\frac{2m}{u}+\frac{2-\beta}{\beta}\left(\frac1{u^2}-\sigma_2\right)
\;\Rightarrow\;
(u^2m)'=\frac{2-\beta}{\beta}\left(1-\frac{2u}{3}-\frac{1}{3u^2}\right).
\]

The integral of the bracket from 1 to \(u\) is \((u-1)-\tfrac13(u^2-1)+\tfrac13(u^{-1}-1)=-(u-1)^3/(3u)\). Therefore

\[
m=-\frac{2-\beta}{3\beta}\,\frac{s^3}{(1+s)^3}. \tag{19}
\]

This is the weak-localization correction: \(-1/3\) for \(\beta=1\), zero for \(\beta=2\) and \(+1/6\) for \(\beta=4\) in long metallic wires.

When \(s\) reaches the order of \(N\), the leading conductance \(N/u\) is of order one and the expansion loses its basis. A simulated wire with \(\beta=1\), \(N=2\) and \(s=15\) had \(\langle g\rangle=0.015\) and \(\operatorname{Var}g=0.0035\), far below \(0.133\).

### Independent numerical evidence

Two tests bear on different parts of the argument. The first expands the hierarchy in powers of \(s\) without closure, through order \(s^8\), at \(N=10^9\). For all three \(\beta\) the variance coefficients agree with (18) to about \(10^{-6}\); for \(\beta=1\) the series begins \(2s^2-9.333s^3+28s^4\).

The second test does not use (2). It joins random flux-conserving slices of length \(0.1\,l\) with the required symmetry, for 1800 wires with \(N=12\) (\(\beta=1,2\)) and 1000 wires with \(N=8\) (\(\beta=4\)). At \(s=3\) the variances are

| \(\beta\) | simulated | equation (3) | standard error |
|---|---|---|---|
| 1 | 0.130 | 0.133 | 0.004 |
| 2 | 0.073 | 0.066 | 0.002 |
| 4 | 0.036 | 0.033 | 0.0015 |

The accepted relative deviation was four standard errors plus \(1/N\) for finite channel number. The \(\beta=2\) value lies 10% above the formula, about three standard errors. It is within that margin. For \(\beta=2\) equation (2) can be solved exactly at finite \(N\), and at \(N=12\), \(s=3\) it gives 0.0667, only 0.6% above (3); the excess is therefore chance or an effect of the finite slice length, not a finite-\(N\) correction of (2). These data confirm the size and the trend with \(\beta\); the precise coefficient rests on the derivation and the series.

### A disordered metal wire

Take a model wire of section \(20\times10\ \mathrm{nm}^2\), with a spherical Fermi surface of wavenumber \(k_F=12\ \mathrm{nm}^{-1}\), at 0.05 K. The channel number is

\[
N=\frac{k_F^2A}{4\pi}=\frac{144\times200}{12.566}\approx2292. \tag{20}
\]

This counts modes by area alone; hard walls would remove about 2.5% of them, so the digits below show the arithmetic of the model, not its accuracy.

The DMPK length \(l\) differs from the transport mean free path \(l_{tr}\) of the Drude formula. Equating the two ohmic conductances,

\[
\frac{2e^2}{h}\frac{k_F^2A}{4\pi}\frac{l}{L}=\frac{k_F^2e^2l_{tr}}{3\pi^2\hbar}\frac{A}{L}\quad\Rightarrow\quad l=\frac43\,l_{tr}. \tag{21}
\]

This matching holds in the ohmic regime only. For isotropic scattering and specular walls the Boltzmann equation makes a short piece reflect \(L/l_{tr}\), not \(3L/(4l_{tr})\), and changes the contact term in \(N/(1+s)\) from 1 to about 1.07. For the first wire below this lowers \(\langle g\rangle\) by about 0.6, more than the weak-localization shift, and raises the resistance from 90.3 to 90.6 Ω. For \(l_{tr}=10\) nm and \(L=200\) nm, \(l=13.3\) nm and \(s=15.0\). For \(\beta=1\), \(\langle g\rangle=2292/16-0.27=142.98\). With \(2e^2/h=77.48\ \mu\mathrm S\), the resistance \(1/(\langle g\rangle\,2e^2/h)\) is 90.3 Ω, and the rms fluctuation is \(\sqrt{2/15}\times77.48=28.3\ \mu\mathrm S\). With section, \(k_F\) and temperature held fixed:

| \(L\) (nm) | \(l_{tr}\) (nm) | \(R\) (Ω) | rms \(G\) (μS) | rms/mean |
|---|---|---|---|---|
| 200 | 10 | 90.3 | 28.3 | 0.26% |
| 400 | 10 | 175 | 28.3 | 0.50% |
| 400 | 5 | 346 | 28.3 | 0.98% |

In this ideal coherent model the resistance changes almost fourfold and the absolute fluctuation stays the same, so the relative fluctuation grows with resistance.

The neglected effects can be sized against \(E_c=\pi^2\hbar D/L^2\), where \(D\) is the diffusion constant, and against assumed lengths of 2000 nm for dephasing (\(L_\phi\)) and 1500 nm for spin-orbit scattering (\(L_{so}\)). Over the three wires \(k_BT/E_c\) is 0.006 to 0.05, \((L/L_\phi)^2\) is 0.01 to 0.04, \((L/L_{so})^2\) is 0.02 to 0.07, and \(s/N\) is at most 0.03. These ratios indicate scale. They use the same two lengths for all three wires, although stronger disorder can shorten both. If electron-electron scattering dominates, \(L_\phi\) scales as \(l_{tr}^{2/3}\) at fixed section and temperature, and \((L/L_\phi)^2\) for the wire with \(l_{tr}=5\) nm is nearer 0.1. If spin relaxation follows the Elliott-Yafet mechanism, \(L_{so}\) is proportional to \(l_{tr}\), and \((L/L_{so})^2\) for that wire is nearer 0.3. With these scalings, a diffusive estimate that includes temperature, dephasing and spin-orbit scattering lowers the three rms values from 28.3 μS to about 28.2, 27.9 and 27 μS. These figures depend on the assumed weak spin-orbit scattering: \(L_{so}=1500\) nm at \(l_{tr}=10\) nm means a spin-orbit time about \(7\times10^4\) times the elastic time. With 400 nm instead, the same estimate gives about 27.6, 25.8 and 21.4 μS.

The \(\beta=2\) value, 20.0 μS, is harder to realize here. One flux quantum \(h/e\) through the area length times width needs 0.5 to 1 T, where the Zeeman splitting is already 0.16 to 0.64 of \(E_c\). Even at that field the crossover is incomplete: about a fifth of the time-reversal contribution to the variance survives if the width is much larger than the mean free path, and about 0.24 to 0.29 for these wires with specular walls, where flux cancellation weakens the effect of the field. Once a larger field makes the two spin species fluctuate independently, \(G=(e^2/h)(g_\uparrow+g_\downarrow)\) has half the spin-degenerate variance, and the rms value drops to \(20.0/\sqrt2\approx14.1\ \mu\mathrm S\).

In a wire much longer than \(L_\phi\), coherence over the whole length is lost. If \(M=L/L_\phi\) segments fluctuate independently and their resistances add, the relative fluctuation of one segment is reduced by \(\sqrt M\), and the total conductance is \(1/M\) of a segment's, so rms \(G\) scales as \(M^{-3/2}\). This argument fixes the power, not the prefactor: at zero temperature the diffusive estimate multiplies the coherent value by about \(4.7\,M^{-3/2}\) for large \(M\). A 10 μm wire with \(L_\phi=2\ \mu\mathrm m\) has \(M=5\), and for \(\beta=1\) that estimate lowers 28.3 μS to about 9.3 μS, where the bare factor \(M^{-3/2}\) would give 2.5 μS. With the assumed \(L_{so}\) of 1500 nm, spin-orbit scattering reduces this by a further 33 to 40%, depending on the convention for the triplet rate; the full factor of two requires \(L_{so}\) much shorter than \(L_\phi\). Thermal smearing also matters: for a 2 μm segment with \(l_{tr}=10\) nm, \(E_c\) is about 7.5 μeV, and \(k_BT\) at 0.05 K is already more than half of that. At 0.05 K the estimate for the 10 μm wire is about 3.3 μS without spin-orbit scattering and about 2.6 μS with it. In heavy metals, where \(L_{so}\) can be much shorter than the wire, the coherent zero-field value is that of \(\beta=4\), 14.1 μS. The remaining values are in the numerical output below.

## Calculated quantities

```
TESTS OF THE DERIVATION
operator identities checked exactly: 18
series order 8, N = 1e+09; largest coefficient gaps:
  variance 1.1e-06, mean shift 6.1e-08, sigma2,3 4.0e-06
  third central moment of g, largest coefficient 2.4e-05
  cov(S1,S2), largest coefficient 5646.7
variance series, beta=1, coefficients of s^2..s^5: 2.0000 -9.3333 28.0000 -67.2000
RANDOM SLICES (g dimensionless; err = one standard error)
beta  N   s    <g>    theory  var g   theory  err
  1   12  1.5   4.734   4.728  0.1264  0.1279  0.0043
  1   12  3.0   2.865   2.859  0.1296  0.1327  0.0044
  2   12  1.5   4.797   4.800  0.0621  0.0639  0.0021
  2   12  3.0   2.993   3.000  0.0732  0.0664  0.0022
  4    8  1.5   3.239   3.236  0.0329  0.0320  0.0014
  4    8  3.0   2.072   2.070  0.0356  0.0332  0.0015
flux error per channel, whole wire: 1.2e-04
localized wire beta=1 N=2 s=15: <g> = 0.0148, var g = 0.00354
LARGE-N VARIANCE times beta:
  s=0.5: 0.08651, s=1: 0.11875, s=2: 0.13096, s=5: 0.13324, s=10: 0.13333
  metallic limit 2/15 = 0.13333
EXAMPLE: model metal wire
kF = 12.0 1/nm, section 20 nm x 10 nm, T = 0.05 K
channels N = 2292, Fermi velocity = 1.389e+06 m/s
conductance unit 2e^2/h = 77.481 uS
assumed: dephasing length 2000 nm, spin-orbit length 1500 nm
L(nm) ltr(nm) l(nm)    s    <g>    R(ohm)  rms G(uS) rms/mean(%)
  200     10    13.33   15.0  142.98     90.3    28.292     0.255
  400     10    13.33   30.0   73.63    175.3    28.292     0.496
  400      5     6.67   60.0   37.26    346.4    28.292     0.980
spread of rms over the three wires: 2.7e-06
rms G in the metallic limit (uS): beta=1: 28.29, beta=2: 20.01, beta=4: 14.15
NEGLECTED EFFECTS; Ec = pi^2 hbar D/L^2, B = one flux h/e in L*width
L=200 nm, ltr=10 nm: s/N=0.0065, Ec=752.1 ueV, kT/Ec=0.0057
  (L/Lphi)^2=0.010, (L/Lso)^2=0.018, (W/L)^2=0.0100, B=1.034 T, Zeeman/Ec=0.159
L=400 nm, ltr=10 nm: s/N=0.0131, Ec=188.0 ueV, kT/Ec=0.0229
  (L/Lphi)^2=0.040, (L/Lso)^2=0.071, (W/L)^2=0.0025, B=0.517 T, Zeeman/Ec=0.318
L=400 nm, ltr=5 nm: s/N=0.0262, Ec=94.0 ueV, kT/Ec=0.0458
  (L/Lphi)^2=0.040, (L/Lso)^2=0.071, (W/L)^2=0.0025, B=0.517 T, Zeeman/Ec=0.637
```
